# Reconciling measured valence-band offsets by weighted least squares on a graph: verification in Python

```python
"""Valence-band lineup from an overdetermined network of pairwise offsets.

Result under test: with y = B v + error, one level fixed at zero and
independent interface variances D, weighted least squares gives the lineup.
Bulk-reference errors (variance s_a^2) shared by all data on material a leave
the estimate unchanged; a pair p->q has variance R_pq + s_p^2 + s_q^2, where
R_pq is the effective resistance of the graph with resistors sigma_e^2.
B: incidence matrix (-1 tail, +1 head); v: valence edges (electron energy, eV).
All offsets and errors are round chosen model inputs, not measured data.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import cho_factor, cho_solve
from scipy.stats import chi2 as chi2_law

names = ["S", "I", "A", "H", "N", "C"]
bulk_sigma = np.array([0.04, 0.08, 0.08, 0.08, 0.08, 0.05])
data = [("S", "I", -4.40, 0.08), ("S", "A", -3.50, 0.10),
        ("S", "H", -2.80, 0.10), ("I", "A", 1.10, 0.12),
        ("I", "H", 1.50, 0.12), ("A", "H", 0.50, 0.15),
        ("S", "N", -1.80, 0.10), ("N", "H", -1.20, 0.15),
        ("C", "A", -3.80, 0.10)]
n, m = len(names), len(data)
pairs = [(names.index(a), names.index(b)) for a, b, _, _ in data]
y = np.array([row[2] for row in data])
sigma = np.array([row[3] for row in data])
var = sigma**2
D = np.diag(var)
B = np.zeros((m, n))
for e, (a, b) in enumerate(pairs):
    B[e, a], B[e, b] = -1.0, 1.0


def fit(incidence, covariance, ground=0):
    """Return the gain (levels = gain @ data) and the level covariance."""
    size = incidence.shape[1]
    if np.linalg.matrix_rank(incidence) != size - 1:
        raise ValueError("graph is not connected")
    keep = [k for k in range(size) if k != ground]
    design = incidence[:, keep]
    weighted = np.linalg.solve(covariance, design)
    factor = cho_factor(design.T @ weighted)
    gain = np.zeros((size, incidence.shape[0]))
    gain[keep] = cho_solve(factor, weighted.T)
    cov = np.zeros((size, size))
    cov[np.ix_(keep, keep)] = cho_solve(factor, np.eye(size - 1))
    return gain, cov


def contrast(p, q):
    c = np.zeros(n)
    c[p], c[q] = -1.0, 1.0
    return c


gain, cov_int = fit(B, D)
v = gain @ y
S = np.diag(bulk_sigma**2)
J = np.eye(n)
J[:, 0] -= 1.0
cov_tot = cov_int + J @ S @ J.T
resid = y - B @ v
chi2 = np.sum(resid**2 / var)
dof = m - n + 1
leverage = np.einsum("ei,ij,ej->e", B, cov_int, B) / var
target = contrast(names.index("C"), names.index("H"))
d_target = target @ v
sd_int = np.sqrt(target @ cov_int @ target)
sd_tot = np.sqrt(target @ cov_tot @ target)

# Generalized least squares with the complete correlated data covariance.
C_full = D + B @ S @ B.T
gain_full, cov_full = fit(B, C_full)
assert np.allclose(gain_full, gain, atol=1e-10)
assert np.allclose(cov_full, cov_tot, atol=1e-10)
assert np.isclose(resid @ np.linalg.solve(C_full, resid), chi2)

# Pair offsets and variances must not depend on the grounded material.
for ground in range(1, n):
    g2, c2 = fit(B, C_full, ground)
    for p, q in itertools.combinations(range(n), 2):
        c = contrast(p, q)
        assert np.isclose(c @ g2 @ y, c @ v)
        assert np.isclose(c @ c2 @ c, c @ cov_tot @ c)

# Explicit enumeration of all spanning trees.
total_weight, tree_count = 0.0, 0
tree_levels = np.zeros(n - 1)
tree_share = np.zeros(m)
chain_vars = []
for subset in itertools.combinations(range(m), n - 1):
    chosen = list(subset)
    block = B[chosen, 1:]
    if abs(np.linalg.det(block)) < 0.5:
        continue
    inverse = np.linalg.inv(block)
    weight = np.prod(1.0 / var[chosen])
    total_weight += weight
    tree_count += 1
    tree_levels += weight * inverse @ y[chosen]
    tree_share[chosen] += weight
    chain_vars.append(np.sum((target[1:] @ inverse)**2 * var[chosen]))
assert np.allclose(tree_levels / total_weight, v[1:], atol=1e-10)
assert np.allclose(tree_share / total_weight, leverage, atol=1e-10)
best_chain = np.sqrt(min(chain_vars))
assert sd_int < best_chain

# Independent route through closed cycles.
cycles = ["SIA", "SIH", "SAH", "SNH"]
Z = np.zeros((len(cycles), m))
for row, cycle in enumerate(cycles):
    for a, b in zip(cycle, cycle[1:] + cycle[0]):
        step = (names.index(a), names.index(b))
        if step in pairs:
            Z[row, pairs.index(step)] = 1.0
        else:
            Z[row, pairs.index(step[::-1])] = -1.0
assert np.allclose(Z @ B, 0) and np.linalg.matrix_rank(Z) == dof
closure = Z @ y
multiplier = np.linalg.solve(Z @ D @ Z.T, closure)
assert np.isclose(closure @ multiplier, chi2)
assert np.allclose(y - D @ Z.T @ multiplier, B @ v)

# Deletion of each datum; a bridge cannot be deleted or checked.
z_score = np.full(m, np.nan)
deleted = np.full(m, np.nan)
for e in range(m):
    rest = [k for k in range(m) if k != e]
    if np.linalg.matrix_rank(B[rest]) < n - 1:
        assert np.isclose(leverage[e], 1) and abs(resid[e]) < 1e-10
        moved = y.copy()
        moved[e] += 1.0
        new_resid = moved - B @ (gain @ moved)
        assert np.isclose(np.sum(new_resid**2 / var), chi2)
        continue
    g_rest, c_rest = fit(B[rest], D[np.ix_(rest, rest)])
    deleted[e] = B[e] @ g_rest @ y[rest]
    z_score[e] = resid[e] / (sigma[e] * np.sqrt(1 - leverage[e]))
    assert np.isclose(y[e] - deleted[e], resid[e] / (1 - leverage[e]))
    spread = np.sqrt(var[e] + B[e] @ c_rest @ B[e])
    assert np.isclose((y[e] - deleted[e]) / spread, z_score[e])
worst = int(np.nanargmax(np.abs(z_score)))

# Simulated measurements: shared bulk errors plus interface errors.
rng = np.random.default_rng(7)
draws = 200000
bulk = rng.normal(size=(draws, n)) * bulk_sigma
interface = rng.normal(size=(draws, m)) * sigma
errors = bulk @ B.T + interface
level_errors = errors @ gain.T
sample_cov = level_errors[:, 1:].T @ level_errors[:, 1:] / draws
exact = cov_tot[1:, 1:]
diag = np.diag(exact)
sampling_sd = np.sqrt((np.outer(diag, diag) + exact**2) / draws)
assert np.all(np.abs(sample_cov - exact) < 5 * sampling_sd)
sim_sd = np.std(level_errors @ target)
sim_chi2 = np.sum((errors - level_errors @ B.T)**2 / var, axis=1)
assert abs(sim_chi2.mean() - dof) < 5 * np.sqrt(2 * dof / draws)
limit = chi2_law.ppf(0.95, dof)
assert abs(np.mean(sim_chi2 > limit) - 0.05) < 5 * np.sqrt(0.0475 / draws)

# Shared errors wrongly treated as independent on every edge.
wrong_cov = np.diag(np.diag(C_full))
wrong_gain, wrong_level_cov = fit(B, wrong_cov)
wrong_sd = np.sqrt(target @ wrong_level_cov @ target)

# Interface dipole: opposite charge sheets, potential step 4 pi e^2 N d / eps.
sheet_density, separation, eps = 0.1, 0.2, 5.0  # nm^-2, nm, dimensionless
e2 = const.e / (4 * np.pi * const.epsilon_0) * 1e9  # eV nm
tau = 4 * np.pi * e2 * sheet_density * separation / eps


def ring(r, z):
    near = np.hypot(r, z - separation / 2)
    far = np.hypot(r, z + separation / 2)
    return 2 * np.pi * r * 2 * z * separation / (near * far * (near + far))


step = 2 * quad(ring, 0, np.inf, args=(1.0,))[0] * e2 * sheet_density / eps
assert np.isclose(step, tau, rtol=1e-6)
gain_tau, cov_tau = fit(B, D + tau**2 * np.eye(m))
shared_target = target @ S @ target
sd_tau = np.sqrt(target @ cov_tau @ target + shared_target + tau**2)
errors_tau = errors + tau * rng.normal(size=(draws, m))
new_dipole = tau * rng.normal(size=draws)
miss = errors_tau @ gain_tau.T @ target - new_dipole
assert abs(np.var(miss) / sd_tau**2 - 1) < 5 * np.sqrt(2 / draws)
mean_chi2_tau = dof + tau**2 * np.sum((1 - leverage) / var)
resid_tau = errors_tau - errors_tau @ gain.T @ B.T
chi2_tau = np.sum(resid_tau**2 / var, axis=1)
assert abs(chi2_tau.mean() - mean_chi2_tau) < 5 * chi2_tau.std() / draws**0.5
power = np.mean(chi2_tau > limit)

# Uniform film field: the core line samples the film away from the interface.
field, escape, thickness = 0.5, 2.0, 3.0  # MV/cm, nm, nm
distance = thickness - escape + thickness / np.expm1(thickness / escape)
norm = quad(lambda x: np.exp(-x / escape), 0, thickness)[0]
moment = quad(lambda x: (thickness - x) * np.exp(-x / escape), 0, thickness)[0]
assert np.isclose(distance, moment / norm)
field_bias = field * 1e8 * distance * 1e-9
target_gain = target @ gain
field_bound = field_bias * np.sum(np.abs(target_gain))
signs = np.array(list(itertools.product([-1, 1], repeat=m)))
assert np.isclose(np.max(signs @ target_gain) * field_bias, field_bound)

# Both valence edges rise by at most their full gap narrowing on heating.
heating = 100.0  # K
gap_slopes = np.array([0.4e-3, 0.8e-3])  # eV/K: channel, oxide; rough inputs
thermal_bound = np.max(gap_slopes) * heating

print("Edge: input, sigma, fit, residual (eV); leverage; z")
for e, (a, b, _, _) in enumerate(data):
    score = "none" if np.isnan(z_score[e]) else f"{z_score[e]:+.2f}"
    print(f"{a}->{b}: {y[e]:+.2f}, {sigma[e]:.2f}, {B[e] @ v:+.3f}, "
          f"{resid[e] + 0.0:+.3f}; {leverage[e]:.3f}; {score}")
print("Level: v, interface sigma, total sigma, bulk sigma (eV)")
for k, name in enumerate(names):
    print(f"{name}: {v[k]:+.3f}, {cov_int[k, k]**0.5:.3f}, "
          f"{cov_tot[k, k]**0.5:.3f}, {bulk_sigma[k]:.2f}")
print("Total covariance, order I A H N C (1e-3 eV^2)")
for k in range(1, n):
    print(names[k], " ".join(f"{1e3 * x:7.3f}" for x in cov_tot[k, 1:]))
print("Unmeasured pair: offset, interface sigma, total sigma (eV)")
for p, q in itertools.combinations(range(n), 2):
    if (p, q) in pairs or (q, p) in pairs:
        continue
    if names[q] == "C":
        p, q = q, p
    c = contrast(p, q)
    print(f"{names[p]}->{names[q]}: {c @ v:+.3f}, "
          f"{(c @ cov_int @ c)**0.5:.3f}, {(c @ cov_tot @ c)**0.5:.3f}")
for cycle, value in zip(cycles, closure):
    print(f"Closure {cycle}: {value:+.2f} eV")
print(f"Chi-square {chi2:.3f}, dof {dof}, p {chi2_law.sf(chi2, dof):.3f}")
print(f"Spanning trees: {tree_count}")
print("C->H gain, edge order above:",
      " ".join(f"{x:+.3f}" for x in target_gain))
print(f"C->H best single chain, interface sigma: {best_chain:.3f} eV")
print(f"C->H simulated total sigma: {sim_sd:.4f} eV; formula {sd_tot:.4f} eV")
print(f"C->H, sharing ignored: {target @ wrong_gain @ y:+.3f} eV, "
      f"sigma {wrong_sd:.3f} eV")
print(f"Largest |z|: {data[worst][0]}->{data[worst][1]}, "
      f"prediction without it {deleted[worst]:+.3f} eV")
print(f"Dipole inputs: N {sheet_density:.1f} nm^-2, d {separation:.1f} nm, "
      f"eps {eps:.0f}")
print(f"Dipole step tau: {tau:.3f} eV")
print(f"C->H with dipoles: {target @ gain_tau @ y:+.3f} eV, "
      f"sigma {sd_tau:.3f} eV")
print(f"Mean chi-square with dipoles: {mean_chi2_tau:.2f}; "
      f"5% limit {limit:.2f}; flagged {100 * power:.1f} %")
print(f"Field inputs: {field:.1f} MV/cm, escape {escape:.0f} nm, "
      f"film {thickness:.0f} nm")
print(f"Mean distance {distance:.3f} nm; field bias {field_bias:.3f} eV")
print(f"C->H worst-case field bias: {field_bound:.3f} eV")
print(f"Heating {heating:.0f} K; gap slopes {1e3 * gap_slopes[0]:.1f}, "
      f"{1e3 * gap_slopes[1]:.1f} meV/K; bound {thermal_bound:.3f} eV")
print("done: every assertion held")
```

It prints:

```
Edge: input, sigma, fit, residual (eV); leverage; z
S->I: -4.40, 0.08, -4.423, +0.023; 0.644; +0.49
S->A: -3.50, 0.10, -3.418, -0.082; 0.551; -1.22
S->H: -2.80, 0.10, -2.882, +0.082; 0.477; +1.13
I->A: +1.10, 0.12, +1.005, +0.095; 0.441; +1.05
I->H: +1.50, 0.12, +1.542, -0.042; 0.414; -0.46
A->H: +0.50, 0.15, +0.536, -0.036; 0.327; -0.30
S->N: -1.80, 0.10, -1.764, -0.036; 0.737; -0.71
N->H: -1.20, 0.15, -1.118, -0.082; 0.409; -0.71
C->A: -3.80, 0.10, -3.800, +0.000; 1.000; none
Level: v, interface sigma, total sigma, bulk sigma (eV)
S: +0.000, 0.000, 0.000, 0.04
I: -4.423, 0.064, 0.110, 0.08
A: -3.418, 0.074, 0.116, 0.08
H: -2.882, 0.069, 0.113, 0.08
N: -1.764, 0.086, 0.124, 0.08
C: +0.382, 0.125, 0.140, 0.05
Total covariance, order I A H N C (1e-3 eV^2)
I  12.120   3.243   3.068   2.052   3.243
A   3.243  13.514   3.068   2.052   7.114
H   3.068   3.068  12.771   3.068   3.068
N   2.052   2.052   3.068  15.375   2.052
C   3.243   7.114   3.068   2.052  19.614
Unmeasured pair: offset, interface sigma, total sigma (eV)
C->S: -0.382, 0.125, 0.140
I->N: +2.660, 0.103, 0.153
C->I: -4.805, 0.128, 0.159
A->N: +1.655, 0.109, 0.157
C->H: -3.264, 0.132, 0.162
C->N: -2.145, 0.148, 0.176
Closure SIA: +0.20 eV
Closure SIH: -0.10 eV
Closure SAH: -0.20 eV
Closure SNH: -0.20 eV
Chi-square 2.657, dof 4, p 0.617
Spanning trees: 40
C->H gain, edge order above: -0.027 -0.405 +0.330 -0.269 +0.241 +0.327 +0.102 +0.102 +1.000
C->H best single chain, interface sigma: 0.173 eV
C->H simulated total sigma: 0.1619 eV; formula 0.1620 eV
C->H, sharing ignored: -3.265 eV, sigma 0.178 eV
Largest |z|: S->A, prediction without it -3.317 eV
Dipole inputs: N 0.1 nm^-2, d 0.2 nm, eps 5
Dipole step tau: 0.072 eV
C->H with dipoles: -3.271 eV, sigma 0.199 eV
Mean chi-square with dipoles: 5.65; 5% limit 9.49; flagged 15.3 %
Field inputs: 0.5 MV/cm, escape 2 nm, film 3 nm
Mean distance 1.862 nm; field bias 0.093 eV
C->H worst-case field bias: 0.261 eV
Heating 100 K; gap slopes 0.4, 0.8 meV/K; bound 0.080 eV
done: every assertion held
```
